# Threshold wavelength for stress-driven rippling of a thick silicide

## Problem

A thick silicide layer has a flat free surface at \(y=0\) and fills the region below it. It carries a uniform stress \(\sigma_{xx}=\sigma=1\) GPa and deforms in plane strain: no strain occurs along \(z\). Its Young modulus is \(E=200\) GPa, its Poisson ratio is \(\nu=0.3\) and its surface energy is \(\gamma=1\) J/m². Atoms can move along the surface, which may therefore develop a ripple

\[
h(x)=a\cos kx,\qquad k=\frac{2\pi}{\lambda},\qquad ak\ll1 .
\]

Take the solid to be isotropic and linearly elastic, and much deeper than \(1/k\). The amount of material and the mean strain are held fixed. The surface energy is isotropic and independent of strain, and the mechanical load exerted by surface stress is ignored.

1. Find the stress along the rippled surface to first order in \(a\).
2. Find the energy change per unit area and the wavelength above which a ripple lowers the energy (the Asaro–Tiller–Grinfeld threshold). Evaluate it.
3. Compare the surface and elastic energies of a ripple with \(a=5\) nm at \(\lambda=500\) nm and at \(\lambda=1000\) nm.
4. If material moves by surface diffusion, which wavelength grows fastest?
5. Judge how far the result applies to a silicide contact film on silicon.

## Solution

### 1. Stress along the rippled surface

In the flat state \(\sigma_{yy}=\sigma_{xy}=0\), and zero strain along \(z\) requires \(\sigma_{zz}=\nu\sigma=0.30\) GPa. The strain along \(x\) is

\[
\varepsilon_{xx}=\frac{\sigma-\nu\sigma_{zz}}{E}=\frac{(1-\nu^2)\sigma}{E}=\frac{\sigma}{E'},\qquad E'=\frac{E}{1-\nu^2}=219.8\ \text{GPa}.
\]

A normal to the rippled surface is proportional to \((-h',1)\). The surface is free of traction, so at \(y=h\)

\[
-h'\sigma_{xx}+\sigma_{xy}=0,\qquad -h'\sigma_{xy}+\sigma_{yy}=0 .
\]

Write each stress as its flat value plus a correction of order \(a\), marked with a superscript 1. To first order the corrections may be evaluated at \(y=0\), and the product \(h'\sigma_{xy}\) is of second order. Hence

\[
\sigma^{(1)}_{xy}(x,0)=\sigma h'=-\sigma ak\sin kx,\qquad \sigma^{(1)}_{yy}(x,0)=0 .
\]

The correction is thus that of a flat half-space loaded by a sinusoidal shear. Use an Airy function \(\varphi\), with

\[
\sigma^{(1)}_{xx}=\partial_y^2\varphi,\qquad \sigma^{(1)}_{yy}=\partial_x^2\varphi,\qquad \sigma^{(1)}_{xy}=-\partial_x\partial_y\varphi ,
\]

which satisfies equilibrium identically. Compatibility of the strains requires \(\nabla^4\varphi=0\). For \(\varphi=f(y)\cos kx\) this becomes \((d^2/dy^2-k^2)^2f=0\), whose solutions that decay into the solid give

\[
\varphi=(A+By)e^{ky}\cos kx .
\]

At \(y=0\) the normal stress is \(-k^2A\cos kx\), so \(A=0\). The shear stress is then

\[
\sigma^{(1)}_{xy}=kB(1+ky)e^{ky}\sin kx .
\]

Matching it at \(y=0\) to \(-\sigma ak\sin kx\) gives \(B=-\sigma a\). Finally,

\[
\sigma^{(1)}_{xx}=B(2k+k^2y)e^{ky}\cos kx,
\]

and at the surface

\[
\boxed{\sigma_{xx}=\sigma\,(1-2ak\cos kx)} .
\]

The magnitude of the stress is raised in the troughs, where \(\cos kx=-1\), and lowered at the crests, which can relax sideways. The disturbance extends to a depth of order \(1/k\).

### 2. Energy and threshold

**Elastic energy density at the surface.** To first order the only nonzero stresses there are the tangential stress \(\sigma_t=\sigma_{xx}\) and \(\sigma_{zz}\), so

\[
w=\frac{\sigma_t^2+\sigma_{zz}^2-2\nu\sigma_t\sigma_{zz}}{2E}.
\]

The strain along \(z\) does not change when the ripple forms, so \(d\sigma_{zz}=\nu\,d\sigma_t\). Therefore

\[
\frac{dw}{d\sigma_t}=\frac{\sigma_t-\nu\sigma_{zz}+\nu(\sigma_{zz}-\nu\sigma_t)}{E}
=\frac{(1-\nu^2)\sigma_t}{E}=\frac{\sigma_t}{E'} .
\]

The terms in \(\sigma_{zz}\) cancel. A different uniform stress along \(z\) would change the flat energy density but not its response to this ripple. The threshold below therefore also holds for an equibiaxially stressed layer that ripples along \(x\).

With \(\sigma_{zz}=\nu\sigma\), the flat value is \(w_0=\sigma^2/(2E')=2.275\) MJ/m³. Inserting the change of stress \(-2\sigma ak\cos kx=-2\sigma kh\) gives

\[
w=w_0-\frac{2\sigma^2k}{E'}\,h .
\]

**Energy of a small change in profile.** Let a thin layer \(\delta h(x)\) be added coherently. If the existing displacement field is continued into it, the elastic energy rises by \(w\,\delta h\) per unit area. The body then relaxes, but it was already at its elastic minimum, so relaxation changes the energy only at second order in \(\delta h\).

The surface energy per unit length along \(z\) is

\[
\gamma\int\sqrt{1+h'^2}\,dx\simeq\gamma\int\left(1+\tfrac12h'^2\right)dx .
\]

Its variation, after integration by parts over a period, is

\[
\gamma\int h'\,\delta h'\,dx=-\gamma\int h''\,\delta h\,dx=\int\gamma k^2h\,\delta h\,dx .
\]

The rise in energy per added volume is the sum of the two parts:

\[
\mu=w_0+\left(\gamma k^2-\frac{2\sigma^2k}{E'}\right)h .
\]

**Energy of the ripple.** Let the amplitude grow from 0 to \(a\), with \(\delta h=\cos kx\,da\). The constant \(w_0\) contributes nothing because \(\delta h\) averages to zero. The average of \(\cos^2kx\) is \(1/2\), and \(\int_0^a a'\,da'=a^2/2\). The energy change per unit area is

\[
\boxed{\Delta F=\frac{\gamma k^2a^2}{4}-\frac{\sigma^2ka^2}{2E'}} .
\]

The surface cost grows as \(k^2\). The elastic release grows only as \(k\): the stress disturbance scales as \(ak\), but the depth it occupies scales as \(1/k\). Long waves therefore favour the elastic term. Setting \(\Delta F=0\) gives

\[
k_c=\frac{2\sigma^2}{E'\gamma},\qquad
\boxed{\lambda_c=\frac{2\pi}{k_c}=\frac{\pi E'\gamma}{\sigma^2}=\frac{\pi E\gamma}{(1-\nu^2)\sigma^2}} .
\]

For the given parameters,

\[
\lambda_c=\frac{\pi\,(219.8\times10^{9}\ \text{Pa})(1\ \text{J/m}^2)}{(10^{9}\ \text{Pa})^2}
=6.905\times10^{-7}\ \text{m}\approx690\ \text{nm}.
\]

Ripples longer than this lower the energy; shorter ones raise it. Because \(\sigma\) enters squared, tension and compression have the same threshold in this linear model. Omitting the factor \(1-\nu^2\) would give 628 nm, which is 9% too low for plane strain.

The stress is the most sensitive input. At fixed \(E'\) and \(\gamma\), doubling it lowers \(\lambda_c\) to 173 nm and halving it raises \(\lambda_c\) to 2762 nm. As \(\sigma\to0\) the threshold goes to infinity, and the flat surface is stable against ripples of every finite wavelength.

### 3. A ripple on each side of the threshold

At \(\lambda=500\) nm, \(k=2\pi/\lambda=1.257\times10^7\) m⁻¹ and \(ak=0.063\), so the small-slope formula applies. The two terms are

\[
\frac{\gamma(ak)^2}{4}=0.987\ \text{mJ/m}^2,\qquad
\frac{\sigma^2ka^2}{2E'}=0.715\ \text{mJ/m}^2 .
\]

The net change is \(+0.272\) mJ/m², and the ripple tends to flatten.

At \(\lambda=1000\) nm, with the amplitude still 5 nm, \(k\) is halved. The surface cost falls by a factor of four to 0.247 mJ/m², while the elastic release falls by a factor of two to 0.357 mJ/m². The net change is \(-0.111\) mJ/m², and the ripple tends to grow.

### 4. The fastest-growing wavelength

In surface diffusion, material flows down the gradient of \(\mu\), and the surface rises where the flux converges. With a constant mobility factor \(M>0\),

\[
\frac{\partial h}{\partial t}=M\frac{\partial^2\mu}{\partial x^2}.
\]

For the ripple, \(\partial^2/\partial x^2\) gives \(-k^2\), so

\[
\frac{1}{a}\frac{da}{dt}=-Mk^2\left(\gamma k^2-\frac{2\sigma^2k}{E'}\right)=M\gamma k^3(k_c-k).
\]

The rate is positive for \(0<k<k_c\). Its derivative with respect to \(k\) is proportional to \(3k^2k_c-4k^3\), which vanishes at \(k=\tfrac34k_c\), the maximum in this interval. Hence

\[
\lambda_{\text{fast}}=\tfrac43\lambda_c\approx921\ \text{nm}.
\]

At the threshold itself the growth rate is zero. If small random roughness of equal amplitude at all wavelengths is present at the start, the linear model selects a spacing near 921 nm, not 690 nm. If the initial roughness is stronger at long wavelengths, the peak lies at a longer spacing and approaches 921 nm only as the ripple is amplified. For an initial amplitude proportional to \(1/k\), no peak exists until the fastest mode has grown a little over twofold. At tenfold growth there is a local peak at 960 nm, while wavelengths above about 9 µm still have a larger amplitude.

### 5. Application to a silicide film on silicon

A stress of order 1 GPa and a surface energy of order 1 J/m² are reasonable rough values for a transition-metal silicide. The thickness assumed here is not typical of contacts, whose silicide layers are often only tens of nanometres thick. The depth scale at threshold is \(1/k_c=110\) nm, so such a film is not thick in the sense of this problem.

**Thickness.** Consider a film of thickness \(H\) bonded at a flat interface to deep silicon, which is unstressed before the ripple forms. When \(kH\ll1\), the shear load \(\sigma h'\) passes through the film to the silicon. By part 1, the silicon surface acquires the stress \(-2\sigma ak\cos kx\) and hence the strain \(-2\sigma ak\cos kx/E'_{\text{Si}}\). The film shares this strain, and its stress changes by

\[
\sigma^{(1)}_{xx}=-2\sigma ak\,\frac{E'}{E'_{\text{Si}}}\cos kx .
\]

The elastic term is therefore multiplied by \(E'/E'_{\text{Si}}\), and the threshold is divided by it. Rough isotropic values for silicon, 160 GPa and Poisson ratio 0.22, give a ratio of 1.307 and a thin-film limit of 528 nm. This limit is \(\pi E'_{\text{Si}}\gamma/\sigma^2\) and does not depend on the film modulus. It is approached slowly: a 10 nm film still has a threshold of 569 nm. Silicon is cubic, and with its cubic elastic constants a (001) substrate gives a ratio of 1.35 for a wavevector along [100] and 1.22 along [110], or limits of 512 and 568 nm. With the moduli used here the substrate is softer than the film and yields more readily, which makes rippling easier. For a silicide with \(E'<E'_{\text{Si}}\), that is \(E\) below about 153 GPa at \(\nu=0.3\), the substrate is the stiffer part and the thin-film limit lies above the thick-solid threshold. The ripple amplitude must still be much smaller than \(H\).

Between the limits, the elastic energy can be minimized numerically with finite elements for a small ripple. With \(\sigma\), \(\gamma\) and the moduli held fixed, this gives thresholds of 617 nm for \(H=30\) nm, 666 nm for 100 nm, 689 nm for 300 nm and 694 nm for 1000 nm. The same method gives 693.5 nm for a thick solid, against the analytical 690.5 nm, so these mesh values are 1 to 4 nm too high. The exact solution of the layered elastic equations gives 615.0, 664.6, 686.5 and 690.5 nm for the four thicknesses. For the 30 nm film, finite thickness lowers the threshold by about 11% relative to the thick solid.

**Temperature.** A larger correction arises if the stress is thermal. For equal stresses along \(x\) and \(z\), the elastic strain is \((1-\nu)\sigma/E\). Equating it to the mismatch \(\Delta\alpha\,\Delta T\), with a rough expansion difference \(\Delta\alpha=10^{-5}\) K⁻¹, gives

\[
\Delta T=\frac{(1-\nu)\sigma}{E\,\Delta\alpha}=350\ \text{K}
\]

of cooling to produce 1 GPa. If the properties stay constant, reheating by half this amount halves the stress and raises the thick-solid threshold to 2762 nm. The 30 nm film is then closer to its thin-film limit, and its threshold rises from 615 to 2240 nm. Reheating by the full amount removes the stress and the instability. The stress to use is the one present at the temperature where atoms move, not the one measured after cooling.

**Grain boundaries.** Contact silicides are commonly polycrystalline, and a boundary can groove the surface without any applied stress. Where a boundary of energy \(\gamma_b\) meets the surface, force balance gives \(2\gamma\sin\theta=\gamma_b\), with \(\theta\) the surface slope angle at the groove. For rough values \(\gamma_b=0.5\) J/m² and grain width \(L=200\) nm, \(\theta=14.5^\circ\).

Take the grains to be long strips along \(z\) and the silicide–silicon interface to stay flat. Without stress, equilibrium requires constant curvature. For small slopes the height above the groove root is then \(\theta(L/4-x^2/L)\), with \(x\) measured from the grain centre. Since \(x^2\) averages to \(L^2/12\), the root lies \(\theta L/6=8.4\) nm below the mean surface. For columnar hexagonal grains of width \(L\) across the flats, the surface falls as \(\theta\rho^2/L\) with distance \(\rho\) from the grain centre, which gives the slope \(\theta\) across every edge. Since \(\rho^2\) averages to \(5L^2/36\), the depth below the mean surface is \(\theta L/9=5.6\) nm at the middle of an edge and \(7\theta L/36=9.8\) nm at a triple junction. The interface with silicon can groove as well. These stress-free depths are a fifth to a third of a 30 nm film. For strips the shortened boundary saves \(\gamma_b\theta/6\) and the tilted surface costs \(\gamma\theta^2/6\), a net release of about 10 mJ/m², roughly a hundred times that of the 5 nm ripple at 1000 nm in part 3. Stress deepens the grooves: in the thick solid each Fourier component of the profile is multiplied by \(1/(1-k_c/k)\). If the boundaries carry the 1 GPa without relaxing it, the small-slope depths in the 30 nm film become 11.0 nm for strips and 6.9 and 12.0 nm for hexagons, and the deepening grows as the grain width approaches \(\lambda_c\). The model also needs a free surface and a lateral extent larger than \(\lambda_c\), so it does not describe a capped contact or one narrower than this. Thus \(\lambda_c\) alone does not determine whether such a film remains continuous.

Numbers in the example were calculated in double precision.
